**Guyer–Krumhansl phonon flow in a channel, compared with kinetic theory**

For a channel of width $w$ with no-slip walls, the steady Guyer–Krumhansl equation gives $\kappa_{\rm eff}=\kappa_0[1-(2\ell/w)\tanh(w/2\ell)]$, which becomes $5Cw^2/(36\tau)$ when $w\ll\ell$. Here $C$ is the heat capacity per volume, $v$ the phonon speed, $\tau_N$ and $\tau_R$ the normal and resistive times, $1/\tau=1/\tau_N+1/\tau_R$, $\kappa_0=Cv^2\tau_R/3$, $\ell^2=v^2\tau\tau_R/5$, and $\Lambda=v\tau$ is the mean free path. The program asserts the heat capacity, the flux of a displaced Planck distribution and the angular average behind the viscosity, each against direct quadrature. It asserts the closed channel solution and its narrow limit against a finite-difference solution. It also solves the gray Callaway equation with diffuse walls as an integral equation and asserts the core curvature, the slip correction $1+6\zeta\Lambda/w$ and the separate roles of $\tau_N$ and $\tau_R$. For the model channel with $w=40\Lambda$ the output gives 544 W/(m K) from the parabola, 539 W/(m K) from the full no-slip formula and 586 W/(m K) from the kinetic equation. The width scan shows a kinetic exponent of at most about 1.90 at the listed widths, and a failure of the square law once $w$ is comparable to $\Lambda$ or smaller.

## Check in Python

```python
"""
Result under test: steady Guyer-Krumhansl (GK) phonon flow in a channel |y| < w/2
with no-slip walls and temperature gradient dT/dx = -G obeys
    q(y) = kappa0 G [1 - cosh(y/ell)/cosh(w/(2 ell))],
which for mfp << w << ell becomes a parabola with
    kappa_eff = kappa0 w^2/(12 ell^2) = 5 C w^2/(36 tau).
Symbols: C heat capacity per volume, v phonon speed, tau_n normal and tau_r
resistive relaxation times, 1/tau = 1/tau_n + 1/tau_r, mfp = v tau,
kappa0 = C v^2 tau_r/3 bulk conductivity, ell^2 = v^2 tau tau_r/5.
The reference is the Callaway kinetic equation with diffuse walls, solved as an
integral equation without the GK stress closure and without a no-slip condition.
All quantities are in cgs units.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import solve_banded, toeplitz
from scipy.special import expn

HBAR = constants.hbar * 1e7          # erg s
KB = constants.k * 1e7               # erg/K
TO_SI = 1e-5                         # erg/(s cm K) -> W/(m K)


def gk_formula(y, width, ell):
    """Flux divided by kappa0 G from the closed GK solution."""
    return 1 - np.cosh(y / ell) / np.cosh(width / (2 * ell))


def gk_mean_formula(width, ell):
    return 1 - 2 * ell / width * np.tanh(width / (2 * ell))


def gk_numeric(width, ell, intervals=4000):
    """Finite-difference solution of Q - ell^2 Q'' = 1 with Q = 0 at walls."""
    y = np.linspace(-width / 2, width / 2, intervals + 1)
    step = y[1] - y[0]
    coupling = (ell / step) ** 2
    bands = np.full((3, intervals - 1), -coupling)
    bands[1] = 1 + 2 * coupling
    flux = np.zeros(intervals + 1)
    flux[1:-1] = solve_banded((1, 1), bands, np.ones(intervals - 1))
    return y, flux, np.sum(flux) * step / width


def kinetic(width_in_mfp, eps, cells=800):
    """Kinetic flux / (kappa0 G); y in mfp, eps = tau/tau_r, diffuse walls."""
    step = width_in_mfp / cells
    edges = (np.arange(cells) + 0.5) * step
    tail = expn(2, edges) - expn(4, edges)
    weights = np.empty(cells)
    weights[0] = 1.5 * (2 / 3 - tail[0])
    weights[1:] = 0.75 * (tail[:-1] - tail[1:])
    kernel = toeplitz(weights)
    flux = np.linalg.solve(np.eye(cells) - (1 - eps) * kernel,
                           eps * kernel.sum(axis=1))
    y = (np.arange(cells) + 0.5) * step - width_in_mfp / 2
    return y, flux


# ---- model parameters
temperature = 10.0
v = 5e5
tau_n = 1e-10
tau_r = 1e-5
w = 2e-3
G = 0.1

# ---- heat capacity: mode sum against closed Debye low-temperature form
thermal_k = KB * temperature / (HBAR * v)
C = 2 * np.pi**2 / 5 * KB * thermal_k**3
mode_integral = quad(lambda x: x**4 * np.exp(-x) / np.expm1(-x)**2, 1e-8, 80)[0]
C_sum = 3 * KB * thermal_k**3 / (2 * np.pi**2) * mode_integral
assert abs(C_sum / C - 1) < 1e-7

# ---- energy flux of a displaced Planck distribution against C T u/3
nodes, gl_weights = np.polynomial.legendre.leggauss(120)
x = 40 * (nodes + 1)
mu = nodes
beta = 1e-3
occupation = 1 / np.expm1(x[:, None] * (1 - beta * mu[None, :]))
double_sum = np.einsum('i,j,ij->', 40 * gl_weights * x**3,
                       gl_weights * mu / 2, occupation)
flux_displaced = (3 * v * KB * temperature * thermal_k**3
                  / (2 * np.pi**2) * double_sum)
assert abs(flux_displaced / (C * temperature * beta * v / 3) - 1) < 1e-5

# ---- fourth angular moment that fixes the phonon viscosity
mu_s, w_s = np.polynomial.legendre.leggauss(8)
phi = 2 * np.pi * np.arange(16) / 16
sine = np.sqrt(1 - mu_s**2)
n = np.array([np.outer(sine, np.cos(phi)), np.outer(sine, np.sin(phi)),
              np.outer(mu_s, np.ones(16))]).reshape(3, -1)
solid = np.repeat(w_s / 2, 16) / 16
moment4 = np.einsum('p,ip,jp,kp,lp->ijkl', solid, n, n, n, n)
d = np.eye(3)
isotropic = (np.einsum('ij,kl->ijkl', d, d) + np.einsum('ik,jl->ijkl', d, d)
             + np.einsum('il,jk->ijkl', d, d)) / 15
assert np.max(abs(moment4 - isotropic)) < 1e-12

# ---- closed GK solution against direct solution of the boundary problem
for ratio in (0.2, 2.0, 20.0):
    y_fd, q_fd, mean_fd = gk_numeric(ratio, 1.0)
    assert np.max(abs(q_fd - gk_formula(y_fd, ratio, 1.0))) < 1e-5 * q_fd.max()
    assert abs(mean_fd / gk_mean_formula(ratio, 1.0) - 1) < 1e-5
assert abs(mean_fd - (1 - 2 / 20.0)) < 1e-5

# ---- narrow-channel limit, its first correction and the peak-to-mean ratio
mean_narrow = gk_numeric(0.3, 1.0)[2]
correction = (mean_narrow / (0.3**2 / 12) - 1) / 0.3**2
assert abs(correction + 0.1) < 0.002
y_small, q_small, mean_small = gk_numeric(0.02, 1.0)
parabola = (0.02**2 / 4 - y_small**2) / 2
assert np.max(abs(q_small - parabola)) < 1e-4 * q_small.max()
assert abs(q_small.max() / mean_small - 1.5) < 1e-3

# ---- kinetic equation in the clean limit ell = 100 w
slip, clean_ratio = {}, {}
for width in (20.0, 40.0, 80.0):
    ell_clean = 100 * width
    y_k, q_k = kinetic(width, 1 / (5 * ell_clean**2), cells=int(20 * width))
    core = abs(y_k) < width / 4
    quadratic, linear, centre = np.polyfit(y_k[core], q_k[core], 2)
    curvature_ratio = -2 * quadratic * ell_clean**2
    assert abs(curvature_ratio - 1) < 3e-3
    fit = quadratic * y_k[core]**2 + linear * y_k[core] + centre
    assert np.max(abs(fit - q_k[core])) < 1e-4 * centre
    slip[width] = (centre + quadratic * width**2 / 4) / (-quadratic * width)
    clean_ratio[width] = q_k.mean() * 12 * ell_clean**2 / width**2
zeta = 2 * slip[80.0] - slip[40.0]
zeta_estimate = 8 / 15
assert abs(zeta_estimate / zeta - 1) < 0.12
assert abs(clean_ratio[40.0] - (1 + 6 * zeta / 40)) < 0.01
assert abs(clean_ratio[80.0] - (1 + 6 * zeta / 80)) < 0.004
assert clean_ratio[20.0] > clean_ratio[40.0] > clean_ratio[80.0] > 1


# ---- worked example
def lengths(time_n, time_r):
    tau_total = 1 / (1 / time_n + 1 / time_r)
    return tau_total, v * tau_total, v * np.sqrt(tau_total * time_r / 5)


def kappa_kinetic(width, time_n, time_r, cells=800):
    tau_total, path, _ = lengths(time_n, time_r)
    flux = kinetic(width / path, tau_total / time_r, cells)[1]
    return C * v**2 * time_r / 3 * flux.mean()


def exponent(function, width):
    return np.log(function(width * 1.05) / function(width / 1.05)) / (2 * np.log(1.05))


tau, mfp, ell = lengths(tau_n, tau_r)
kappa0 = C * v**2 * tau_r / 3
kappa_p = 5 * C * w**2 / (36 * tau)
kappa_gk = kappa0 * gk_numeric(w, ell)[2]
kappa_k = kappa_kinetic(w, tau_n, tau_r)
kappa_slip = kappa_gk * (1 + 6 * zeta * mfp / w)
assert abs(kappa_gk / (kappa_p * (1 - w**2 / (10 * ell**2))) - 1) < 1e-3
assert abs(kappa_k / kappa_slip - 1) < 0.01

# ---- resistive time drops out, normal time controls the flow
change_r = kappa_kinetic(w, tau_n, 10 * tau_r) / kappa_k
change_n = kappa_kinetic(w, tau_n / 2, tau_r) / kappa_k
assert abs(change_r - 1) < 0.015
assert 1.85 < change_n < 2.0

# ---- flux profile and size of the drift
y_k, q_k = kinetic(w / mfp, tau / tau_r)
positions = np.array([0.0, 0.25, 0.4]) * w
q_par = kappa0 * G / (2 * ell**2) * (w**2 / 4 - positions**2)
q_gk = kappa0 * G * gk_formula(positions, w, ell)
q_kin = kappa0 * G * np.interp(positions / mfp, y_k, q_k)
q_wall = kappa0 * G * q_k[-1]
drift = 3 * q_kin[0] / (C * temperature)
assert drift / v < 1e-2

# ---- width scan of the local exponent d ln kappa / d ln w
scan = []
for width in (5e-6, 5e-5, 5e-4, 1e-3, 2e-3, 4e-3):
    scan.append((width, kappa0 * gk_mean_formula(width, ell),
                 kappa_kinetic(width, tau_n, tau_r),
                 exponent(lambda s: gk_mean_formula(s, ell), width),
                 exponent(lambda s: kappa_kinetic(s, tau_n, tau_r), width)))
assert scan[0][4] < 1.0
assert 1.85 < scan[4][4] < 2.0

print(f"temperature T = {temperature:.1f} K")
print(f"phonon speed v = {v:.2e} cm/s")
print(f"normal time tau_N = {tau_n:.2e} s")
print(f"resistive time tau_R = {tau_r:.2e} s")
print(f"channel width w = {w:.2e} cm")
print(f"gradient G = {G:.2f} K/cm")
print(f"heat capacity C = {C:.4e} erg/(cm^3 K)")
print(f"combined time tau = {tau:.5e} s")
print(f"mean free path Lambda = {mfp:.4e} cm")
print(f"GK length ell = {ell:.4e} cm")
print(f"w/Lambda = {w / mfp:.3f} (dimensionless)")
print(f"w/ell = {w / ell:.4f} (dimensionless)")
print(f"bulk kappa0 = {kappa0:.4e} erg/(s cm K)")
for name, value in (("parabola", kappa_p), ("full GK", kappa_gk),
                    ("GK with slip factor", kappa_slip), ("kinetic", kappa_k)):
    print(f"kappa, {name} = {value:.4e} erg/(s cm K) = {value * TO_SI:.1f} W/(m K)")
print(f"kappa ratio full GK/parabola = {kappa_gk / kappa_p:.4f}")
print(f"kappa ratio kinetic/full GK = {kappa_k / kappa_gk:.4f}")
print(f"slip coefficient zeta, kinetic = {zeta:.4f} (dimensionless)")
print(f"slip coefficient zeta, half-flux estimate = {zeta_estimate:.4f}")
print(f"core curvature, kinetic/GK at w = 80 Lambda = {curvature_ratio:.5f}")
for width in (20.0, 40.0, 80.0):
    print(f"clean limit w = {width:.0f} Lambda: kinetic/parabola kappa = "
          f"{clean_ratio[width]:.4f}")
print(f"kinetic kappa factor when tau_R is multiplied by 10 = {change_r:.4f}")
print(f"kinetic kappa factor when tau_N is halved = {change_n:.4f}")
print("flux in erg/(s cm^2): y/w, parabola, full GK, kinetic")
for row in zip(positions / w, q_par, q_gk, q_kin):
    print(f"  {row[0]:.2f}  {row[1]:.4e}  {row[2]:.4e}  {row[3]:.4e}")
print(f"kinetic flux in the cell next to the wall = {q_wall:.4e} erg/(s cm^2)")
print(f"drift velocity at centre u = {drift:.1f} cm/s, u/v = {drift / v:.2e}")
print("scan: w (cm), kappa GK, kappa kinetic (erg/(s cm K)), exponents GK, kinetic")
for row in scan:
    print(f"  {row[0]:.1e}  {row[1]:.4e}  {row[2]:.4e}  {row[3]:.3f}  {row[4]:.3f}")
print("all assertions hold")
```

Running it gives:

```
temperature T = 10.0 K
phonon speed v = 5.00e+05 cm/s
normal time tau_N = 1.00e-10 s
resistive time tau_R = 1.00e-05 s
channel width w = 2.00e-03 cm
gradient G = 0.10 K/cm
heat capacity C = 9.7849e+03 erg/(cm^3 K)
combined time tau = 9.99990e-11 s
mean free path Lambda = 5.0000e-05 cm
GK length ell = 7.0710e-03 cm
w/Lambda = 40.000 (dimensionless)
w/ell = 0.2828 (dimensionless)
bulk kappa0 = 8.1540e+09 erg/(s cm K)
kappa, parabola = 5.4361e+07 erg/(s cm K) = 543.6 W/(m K)
kappa, full GK = 5.3929e+07 erg/(s cm K) = 539.3 W/(m K)
kappa, GK with slip factor = 5.8643e+07 erg/(s cm K) = 586.4 W/(m K)
kappa, kinetic = 5.8640e+07 erg/(s cm K) = 586.4 W/(m K)
kappa ratio full GK/parabola = 0.9921
kappa ratio kinetic/full GK = 1.0873
slip coefficient zeta, kinetic = 0.5826 (dimensionless)
slip coefficient zeta, half-flux estimate = 0.5333
core curvature, kinetic/GK at w = 80 Lambda = 0.99949
clean limit w = 20 Lambda: kinetic/parabola kappa = 1.1782
clean limit w = 40 Lambda: kinetic/parabola kappa = 1.0879
clean limit w = 80 Lambda: kinetic/parabola kappa = 1.0434
kinetic kappa factor when tau_R is multiplied by 10 = 1.0076
kinetic kappa factor when tau_N is halved = 1.9008
flux in erg/(s cm^2): y/w, parabola, full GK, kinetic
  0.00  8.1541e+06  8.0867e+06  8.5567e+06
  0.25  6.1156e+06  6.0676e+06  6.5398e+06
  0.40  2.9355e+06  2.9143e+06  3.3899e+06
kinetic flux in the cell next to the wall = 4.0475e+05 erg/(s cm^2)
drift velocity at centre u = 262.3 cm/s, u/v = 5.25e-04
scan: w (cm), kappa GK, kappa kinetic (erg/(s cm K)), exponents GK, kinetic
  5.0e-06  3.3976e+02  2.1585e+04  2.000  0.840
  5.0e-05  3.3975e+04  1.8287e+05  2.000  1.088
  5.0e-04  3.3959e+06  4.6334e+06  1.999  1.721
  1.0e-03  1.3563e+07  1.5980e+07  1.996  1.841
  2.0e-03  5.3929e+07  5.8640e+07  1.984  1.901
  4.0e-03  2.1070e+08  2.1938e+08  1.938  1.891
all assertions hold
```
